# Nitrogen activity and the nitriding potential in ammonia–hydrogen gas, part 2

A solid exchanges nitrogen with a gas of NH$_3$, H$_2$ and N$_2$ (subscripts $A$, $H$, $D$; $N$ is nitrogen in the solid). The partial pressures are $p_i$, and $p^\circ=1$ bar. If the surface exchange

$$\mathrm{NH_3}\rightleftharpoons[\mathrm N]+\tfrac32\mathrm{H_2} \tag{4}$$

is in equilibrium, the nitrogen activity is

$$a_N=K(T)\,\frac{p_A/p^\circ}{(p_H/p^\circ)^{3/2}}=K(T)\,\sqrt{p^\circ}\;r_N,\qquad r_N\equiv\frac{p_A}{p_H^{3/2}}. \tag{1}$$

It is measured against N$_2$ at $p^\circ$: $RT\ln a_N=\mu_N-\tfrac12\mu_D^\circ$. The constant $K$ belongs to the gas reaction

$$\mathrm{NH_3}\rightarrow\tfrac12\mathrm{N_2}+\tfrac32\mathrm{H_2}, \tag{2}$$

which need not be in equilibrium, and

$$RT\ln K\equiv\mu_A^\circ-\tfrac12\mu_D^\circ-\tfrac32\mu_H^\circ=-\Delta G^\circ. \tag{10}$$

For ideal gases $\mu_i=\mu_i^\circ+RT\ln(p_i/p^\circ)$; otherwise the fugacity $f_i$ replaces $p_i$. Per molecule of mass $m$ and electronic energy $E$,

$$\mu=E-kT\ln\!\left[\left(\frac{2\pi mkT}{h^2}\right)^{3/2}\frac{kT}{p^\circ}\,q_{\rm rot}q_{\rm vib}\right]+kT\ln\frac p{p^\circ}. \tag{17}$$

The first two terms are $\mu^\circ$. In (17) $k$ is Boltzmann's constant and $h$ Planck's; below, $h$ also denotes enthalpy per molecule and $k$ a surface rate constant. Rotation ($q_{\rm rot}$) is classical. Vibrations ($q_{\rm vib}$) are harmonic, with angular frequencies $\omega_j$ and $x_j=\hbar\omega_j/kT$, and include the zero-point energy.

A model solid with a fraction $y$ of its interstitial sites filled obeys

$$\ln a_N=\frac{1}{RT}\frac{\partial G_s}{\partial n_N}=\varepsilon+wy+\ln\frac{y}{1-y}. \tag{13}$$

Here $G_s$ is its Gibbs energy and $n_N$ its nitrogen content in moles. The site energy is $\varepsilon=5$ and the repulsion $w=3$, both in units of $RT$. Minimizing the Gibbs energy of gas plus solid for sixteen mixtures at 800 K, with the amount of N$_2$ held fixed, confirmed the exponents in (1).

### Energy, enthalpy and the value of K

The electronic energies were computed by frozen-core CCSD(T) in the cc-pVTZ basis. For H$_2$, which has two electrons, CCSD is already the full treatment within that basis. Geometries and harmonic frequencies come from MP2 in the cc-pVDZ basis. The electronic energy of reaction is

$$\tfrac12(-109.372340)+\tfrac32(-1.172248)+56.472955=0.028413\ \text{hartree}, \tag{21}$$

or 74.6 kJ/mol. This value is not converged with respect to the basis: CCSD(T) in cc-pVDZ gives 50.4 kJ/mol, and at the MP2 level the step from cc-pVTZ to cc-pVQZ raises the reaction energy by a further 6.5 kJ/mol. The digits carried below serve the arithmetic and do not state the accuracy. Zero-point motion changes the value by $-44.6$ kJ/mol. Ammonia has six vibrations, and the products formed from one ammonia molecule have on average two, half a vibration from N$_2$ and one and a half from H$_2$. The harmonic wavenumbers add up to about 15300 cm$^{-1}$ for ammonia and, with these weights, to about 7840 cm$^{-1}$ for the products. The zero-point energy is half of each sum, so the reaction releases zero-point energy. At absolute zero it costs $74.6-44.6=30.0$ kJ/mol.

The enthalpy at temperature $T$ controls how $K$ varies. From $\mu=h-Ts$ and $(\partial\mu/\partial T)_p=-s$, where $h$ and $s$ are the enthalpy and entropy per molecule,

$$\frac{\partial}{\partial T}\left(\frac\mu T\right)_p=-\frac sT-\frac{\mu}{T^2}=-\frac{h}{T^2}. \tag{22}$$

Applying this to the three standard potentials in (10), in molar units, gives the van 't Hoff equation

$$\frac{d\ln K}{dT}=\frac{\Delta H^\circ}{RT^2},\qquad \Delta H^\circ=\tfrac12H_D^\circ+\tfrac32H_H^\circ-H_A^\circ. \tag{23}$$

The enthalpy of each gas follows by inserting (17) into (22). Translation together with the factor $kT/p^\circ$ supplies the power $T^{5/2}$ inside the logarithm. Rotation supplies $T$ for a linear and $T^{3/2}$ for a nonlinear molecule. A power $T^\nu$ contributes $\nu kT$ to $h$, so that

$$h=E+\sum_j\left[\frac{\hbar\omega_j}2+\frac{\hbar\omega_j}{e^{x_j}-1}\right]+kT\left(\frac52+\rho\right), \tag{24}$$

with $\rho=1$ for a linear and $\rho=\tfrac32$ for a nonlinear molecule.

In the reaction, two moles of linear molecules replace one mole of a nonlinear one. The last term of (24) therefore changes by $2(\tfrac72)RT-4RT=3RT$, which is 20.0 kJ/mol at 800 K. The computed enthalpy at this temperature is 46.0 kJ/mol. The difference, $46.01-29.97-19.95\simeq-3.9$ kJ/mol, is the loss of thermally excited vibrations, mainly those of ammonia with low wavenumbers. The slope of $\ln K$, found by numerical differentiation, gives the same enthalpy.

At 800 K the computed standard Gibbs energy of reaction is $-48.02$ kJ/mol, and $RT=6.652$ kJ/mol. Hence

$$K(800\ \mathrm K)=\exp\frac{48.02}{6.652}\simeq1.36\times10^{3}. \tag{25}$$

The reaction is endothermic, yet $K$ is large, because one mole of gas becomes two and the entropy rises by $(46.01+48.02)/800=0.118$ kJ/(mol K). At 700 K and 900 K the computed constants are 515 and 2968. The logarithm of their ratio is 1.752. Equation (23), integrated with the enthalpy held at its 800 K value, gives

$$\frac{46.01}{0.008314}\left(\frac1{700}-\frac1{900}\right)=1.757. \tag{26}$$

The small difference reflects the variation of the enthalpy over this interval. At fixed $r_N$ the activity relative to N$_2$ gas thus rises with temperature.

The exponential in (25) makes $K$ sensitive to the energies. An error $\delta$ in $\Delta G^\circ$ multiplies $K$ by $e^{-\delta/RT}$, so 5 kJ/mol at 800 K amounts to a factor of about two. The calculation lacks corrections for the finite basis set, for higher excitations and core correlation, for errors of the MP2 geometries and frequencies, for anharmonicity and for the tunnelling inversion of ammonia. The measured constant at 800 K is roughly 300, smaller than the computed one by a factor between four and five. This corresponds to an error of about 10 kJ/mol in $\Delta G^\circ$. The basis set is the largest part of it: the MP2 shift of the reaction energy is $+6.5$ kJ/mol in cc-pVQZ and about $+10$ kJ/mol on extrapolation to the basis limit, which would lower $K$ to about 510 and 300. Measured geometries in place of the MP2 ones shift the energy by $-1.8$ kJ/mol; the other omissions have not been evaluated. The measured enthalpy of reaction at 800 K is about 53.6 kJ/mol against the computed 46.0, so the real constant rises faster with temperature, and the error factor falls from about 4.8 at 700 K to about 3.6 at 900 K.

The classical treatment of rotation is a smaller matter. For H$_2$, the lightest of the three molecules, the sum over rotational levels, with weight $\tfrac14$ for even and $\tfrac34$ for odd levels, exceeds the classical value by 3.6 percent at 800 K. Using that sum would multiply $K$ by $1.036^{3/2}\simeq1.05$.

The activities computed from (1) in the next subsection use the computed $K$ and share its error as a common factor. The values of $r_N$ given there, and the ratios of those activities, do not depend on it.

### Partly dissociated ammonia

Let pure ammonia be fed to a furnace, and let a fraction $\alpha$ of it dissociate by reaction (2) before the gas meets the solid. One mole of feed becomes $1-\alpha$ moles of NH$_3$, $\tfrac32\alpha$ of H$_2$ and $\tfrac12\alpha$ of N$_2$, in total $1+\alpha$. At total pressure $P$,

$$p_A=\frac{1-\alpha}{1+\alpha}P,\qquad p_H=\frac{3\alpha}{2(1+\alpha)}P,\qquad p_D=\frac{\alpha}{2(1+\alpha)}P. \tag{27}$$

The nitrogen taken up by the solid is assumed to be too small to alter these amounts. In $r_N$ the total amount enters as $(1+\alpha)^{-1+3/2}$ and the pressure as $P^{1-3/2}$, so

$$r_N=\frac{(1-\alpha)\sqrt{1+\alpha}}{(3\alpha/2)^{3/2}\sqrt P}. \tag{28}$$

For $\alpha=0.5$ and $P=1$ bar,

$$r_N=\frac{0.5\times1.2247}{0.75^{3/2}}=\frac{0.6124}{0.6495}=0.943\ \mathrm{bar^{-1/2}}, \tag{29}$$

or $2.98\times10^{-3}$ Pa$^{-1/2}$. The activity is $a_N=1365\times0.943\simeq1.29\times10^3$.

Such an activity can be expressed as the N$_2$ fugacity $f$ that would be in equilibrium with the same solid. Equality of $\mu_N$ and $\tfrac12\mu_D$ means $RT\ln a_N=\tfrac12RT\ln(f/p^\circ)$, hence

$$f=a_N^2\,p^\circ. \tag{30}$$

For the mixture in (29) this is $1.7\times10^6$ bar. It is a fugacity and not a pressure: under strong compression nitrogen is far from ideal, and the two differ. With the rough measured constant in place of the computed one, the activity is near 300 and the fugacity near $10^5$ bar. In either case ammonia at 1 bar can impose an activity far beyond that of nitrogen gas at 1 bar.

The effect of dissociation is strong. For $\alpha=0.2$, $0.5$ and $0.8$ at 1 bar, $r_N$ is $5.33$, $0.943$ and $0.204$ bar$^{-1/2}$. The computed activities are about 7300, 1290 and 280. The logarithmic derivative of (28),

$$\frac{d\ln r_N}{d\alpha}=-\frac1{1-\alpha}+\frac1{2(1+\alpha)}-\frac3{2\alpha}, \tag{31}$$

is negative for all $0<\alpha<1$, since the second term is less than $\tfrac12$ and the first exceeds one in magnitude. At $\alpha=0.5$ it equals $-2+0.33-3=-4.67$: an increase of $\alpha$ by $0.01$ lowers the activity by nearly 5 percent.

For $\alpha\to0$, equation (28) diverges. Without hydrogen in the gas, no finite nitrogen activity balances the ammonia. The divergence is not reached in practice, because the exchange (4) itself releases hydrogen as soon as it proceeds, and the assumption of unaltered amounts in (27) then fails.

At fixed composition $r_N$ varies as $P^{-1/2}$. Raising the pressure from 1 to 4 bar at $\alpha=0.5$ lowers $r_N$ from 0.943 to 0.471 bar$^{-1/2}$ and halves the activity. The reason lies in the stoichiometry of (4), in which one gas molecule is consumed and one and a half are released. Compression favours the side with less gas, which is ammonia.

### When the gas reaches full equilibrium

Suppose now that reaction (2) also reaches equilibrium. Then $\mu_A=\tfrac12\mu_D+\tfrac32\mu_H$, and the ideal-gas potentials with (10) give

$$K\,\frac{p_A/p^\circ}{(p_H/p^\circ)^{3/2}}=\sqrt{\frac{p_D}{p^\circ}}. \tag{32}$$

The left side is the activity (1). Therefore

$$a_N=\sqrt{p_D/p^\circ}, \tag{33}$$

which is the activity that nitrogen gas at the pressure $p_D$ would impose by itself. Equation (1) still holds, but ammonia no longer raises the activity above this value.

Pure ammonia brought to full equilibrium at 800 K and 1 bar is almost completely dissociated. With $\alpha\simeq1$, equation (27) gives $p_H\simeq0.75$ bar and $p_D\simeq0.25$ bar, and (32) leaves

$$p_A\simeq\frac{\sqrt{0.25}\times0.75^{3/2}}{1365}=2.4\times10^{-4}\ \mathrm{bar}. \tag{34}$$

Numerical minimization of the Gibbs energy of the gas gives the same value and $a_N=0.50$. The half-dissociated gas has an activity about 2600 times larger. The error in $K$ enters this ratio and also the residual ammonia pressure, but hardly affects the value $0.50$, which is set by $p_D$.

The nitriding power of ammonia is thus a property of a gas that is not in equilibrium. Whenever the left side of (32) exceeds the right, $\mu_A>\tfrac12\mu_D+\tfrac32\mu_H$, and ammonia tends to decompose. The same inequality states that the activity set by ammonia exceeds the one set by N$_2$. The solid cannot be in equilibrium with both at once. Which of them it follows is a question of rates.

### Loss of nitrogen from the surface

A simple surface balance shows when (1) survives. Denote by $a_0=K\sqrt{p^\circ}\,r_N$ the equilibrium activity, by $a$ the actual one, and let $\pi=p_D/p^\circ$. Exchange with ammonia drives $a$ towards $a_0$; the model takes its net rate as $k(a_0-a)$. Recombination needs two nitrogen atoms and is taken as proportional to $a^2$. Its reverse must balance it at $a^2=\pi$, as (33) demands. With the ratio of the two rate constants called $\phi$,

$$\frac{da}{dt}=k\left[(a_0-a)-\phi(a^2-\pi)\right]. \tag{35}$$

The gas composition is held fixed, and the surface content is assumed to be proportional to $a$. This holds only while the sites are far from filled, and it need not hold at the activities used in the examples below: the solid of (13) is 59 percent filled at $a=1287$. The numbers that follow therefore illustrate the model and describe no real surface. In the steady state the bracket vanishes:

$$\phi a^2+a-(a_0+\phi\pi)=0,\qquad a=\frac{-1+\sqrt{1+4\phi(a_0+\phi\pi)}}{2\phi}. \tag{36}$$

The other root is negative and has no physical meaning. For $a_0^2>\pi$ the steady activity lies between the two equilibrium values. The bracket in (35) decreases with $a$; it is positive at $a=\sqrt\pi$, where it equals $a_0-\sqrt\pi$, and negative at $a=a_0$, where it equals $-\phi(a_0^2-\pi)$. Its zero lies between.

When $\phi$ is small, we may replace $a^2$ by $a_0^2$ in the loss term. To first order in $\phi$,

$$\frac{a_0-a}{a_0}\simeq\frac{\phi(a_0^2-\pi)}{a_0}. \tag{37}$$

The equilibrium law is a good approximation if the magnitude of the right side is much less than one. For $a_0^2\gg\pi$ this criterion is $\phi a_0\ll1$. In this model it becomes harder to meet as the activity rises, because recombination grows with the square of the activity and the supply does not. Saturation of the surface removes this trend. If the exchange term carries the free-site fraction $1/(1+ba)$ and the recombination term its square, then for $ba\gg1$ and $a^2\gg\pi$ the ratio $a/a_0$ tends to the constant $b/(b+\phi)$, and the square-root law derived below gives way to proportionality.

For the half-dissociated gas at 1 bar, $a_0=1287$ and $\pi=0.167$. With the model value $\phi=10^{-4}$,

$$a=\frac{-1+\sqrt{1+4\times10^{-4}\times1287}}{2\times10^{-4}}\simeq1154, \tag{38}$$

where $\phi\pi$ is negligible beside $a_0$. This is 90 percent of the equilibrium value; the first-order estimate (37) gives a deficit of 13 percent, somewhat too large. For $\phi=10^{-5}$ the steady activity is 99 percent of $a_0$. For $\phi=10^{-2}$ the right side of (37) is 12.9, the first-order estimate is useless, and (36) gives $a=312$, or 24 percent of $a_0$. Integration of (35) in time from $a=0$ leads to the same steady values.

Strong loss also changes the dependence on gas composition. Differentiating the quadratic equation in (36) at fixed $\pi$ and $\phi$ gives $(1+2\phi a)\,da=da_0$, and therefore

$$\frac{d\ln a}{d\ln a_0}=\frac{a_0}{a(1+2\phi a)}. \tag{39}$$

For $\phi\to0$ this exponent is one. If $\phi a\gg1$ and $a^2\gg\pi$, then $a_0\simeq\phi a^2$ and the exponent tends to $\tfrac12$: the activity then grows as the square root of $r_N$, provided $\phi$ stays fixed. This is the case when $p_A$ alone is varied and $k$ does not depend on it. A change of $p_H$ can alter $k$ as well. If the reverse of (4) runs at a rate proportional to $a\,p_H^{3/2}$, then $k$ varies as $p_H^{3/2}$ and $\phi$ as $p_H^{-3/2}$; the exponent of $p_H$ at fixed $p_A$ is then $-\tfrac32/(1+2\phi a)$, which is $-0.21$ for $\phi=10^{-2}$ and the gas above. In the limit of strong loss the activity grows as $\sqrt{p_A}$ and ceases to depend on $p_H$, so that $r_N$ alone no longer determines it. For $\phi=10^{-2}$ and the gas above, (39) gives $1287/(312\times7.24)=0.57$. If $\phi$ increases without limit at fixed $a_0$, equation (36) gives $a\to\sqrt\pi$, and the surface follows N$_2$.

Uptake by the interior of the solid acts in a similar way. If nitrogen diffuses inward at a rate $J$, in the units of $da/dt$, and recombination is negligible, the steady balance $k(a_0-a)=J$ gives

$$a=a_0-\frac Jk. \tag{40}$$

The surface reaches the equilibrium activity when $J\ll ka_0$. A fresh solid that draws nitrogen quickly can therefore hold its surface below the value set by the gas. Equation (1) states the activity towards which ammonia drives the surface; the rate of nitriding requires in addition the surface rate constant and the transport of nitrogen in the solid. The numerical output below lists the main computed values; the measured values and the basis-set and geometry shifts are not among them.

## Computed results

```
N-H bond 1.0226 angstrom, H-N-H angle 103.96 degree
N-N bond 1.1293 angstrom, H-H bond 0.7544 angstrom
NH3 energy -56.472955 hartree
NH3 harmonic wavenumbers 1161 1690 1690 3491 3635 3635 cm^-1
N2 energy -109.372340 hartree
N2 harmonic wavenumbers 2176 cm^-1
H2 energy -1.172248 hartree
H2 harmonic wavenumbers 4501 cm^-1
Reaction NH3 -> 1/2 N2 + 3/2 H2:
electronic energy 74.60 kJ/mol
zero-point change -44.63 kJ/mol
enthalpy at 800 K: 46.01 kJ/mol
enthalpy from slope of ln K: 46.01 kJ/mol
T 700 K: Gibbs energy -36.34 kJ/mol, K 514.8
T 800 K: Gibbs energy -48.02 kJ/mol, K 1364.8
T 900 K: Gibbs energy -59.83 kJ/mol, K 2967.8
H2 rotor: level sum / classical value at 800 K = 1.0360
K multiplied by 1.0545 if level sum is used
Model solid: sites 0.2 mol, site energy 5.0 RT, repulsion 3.0 RT
Gibbs minima: 16 mixtures at 800 K
fitted exponents: NH3 1.00000, H2 -1.50000, N2 0.00000 (size)
K from fit 1364.84, K from partition functions 1364.84
lowest, highest activity 246.1, 9626.8
their site fractions 0.3602, 0.8394
activity ratio 39.11, site-fraction ratio 2.33
Ammonia feed at 800 K (pressures in bar, r_N in bar^-0.5):
alpha 0.2, P 1: NH3 0.6667, H2 0.2500, N2 0.0833
  r_N 5.3333, a_N 7279.2, equivalent N2 fugacity 5.299e+07 bar
alpha 0.5, P 1: NH3 0.3333, H2 0.5000, N2 0.1667
  r_N 0.9428, a_N 1286.8, equivalent N2 fugacity 1.656e+06 bar
alpha 0.8, P 1: NH3 0.1111, H2 0.6667, N2 0.2222
  r_N 0.2041, a_N 278.6, equivalent N2 fugacity 7.762e+04 bar
alpha 0.5, P 4: NH3 1.3333, H2 2.0000, N2 0.6667
  r_N 0.4714, a_N 643.4, equivalent N2 fugacity 4.140e+05 bar
Full gas equilibrium at 1 bar: NH3 2.378e-04 bar, H2 0.7498 bar
  N2 0.2499 bar, a_N 0.4999, sqrt(p_N2/1 bar) 0.4999
N2 loss, alpha 0.5, P 1 bar (phi is a model parameter):
phi 1e-05: criterion 0.0129, steady a_N 1270.64, ratio to equilibrium 0.9875
phi 1e-04: criterion 0.1287, steady a_N 1153.69, ratio to equilibrium 0.8966
phi 1e-02: criterion 12.8679, steady a_N 312.19, ratio to equilibrium 0.2426
```
